\section*{Shell Effects and Twist Averaging for Free Electrons in a Cubic Cell}

\section*{The problem}

A simulation cell contains $N$ non-interacting electrons with no net spin. It is a cube of side $L$, and $N$ is even, so that $M=N/2$ orbitals are doubly occupied. The density is the same for every $N$ and is set by the parameter $r_s$:
\begin{equation}
L^3=\frac{4\pi}{3}r_s^3N .
\label{eq:density}
\end{equation}
Hartree atomic units are used. The orbitals obey the twisted boundary condition
\begin{equation}
\psi(\mathbf r+L\mathbf e_j)=e^{2\pi i\theta_j}\psi(\mathbf r),
\qquad -\tfrac12\le\theta_j<\tfrac12,\quad j=x,y,z,
\label{eq:twist}
\end{equation}
where $\boldsymbol\theta=\mathbf 0$ is the ordinary periodic cell. An average over twists, written $\langle\cdots\rangle$, is the integral over the unit cube of $\boldsymbol\theta$. Numerical answers are for the round value $r_s=2$ bohr.

\section*{Part (a): energy at a given twist}

\textbf{Question.} Find the allowed wave vectors and express the kinetic energy per electron through a dimensionless sum.

\textbf{Answer.} Plane waves $e^{i\mathbf k\cdot\mathbf r}$ are eigenfunctions of $-\frac12\nabla^2$ with eigenvalue $\frac12k^2$. Condition \eqref{eq:twist} requires $e^{ik_jL}=e^{2\pi i\theta_j}$, hence
\begin{equation}
\mathbf k=\frac{2\pi}{L}\mathbf q,\qquad \mathbf q=\mathbf n+\boldsymbol\theta,
\end{equation}
with $\mathbf n$ a vector of integers. Let $e_1(\boldsymbol\theta)\le e_2(\boldsymbol\theta)\le\dots$ be the values of $|\mathbf q|^2$ in ascending order. The ground state fills the lowest $M$ of them. With
\begin{equation}
S_M(\boldsymbol\theta)=\sum_{i=1}^{M}e_i(\boldsymbol\theta),
\end{equation}
and two electrons per orbital, the energy per electron is
\begin{equation}
t_N(\boldsymbol\theta)=\frac{2}{N}\cdot\frac12\left(\frac{2\pi}{L}\right)^2S_M(\boldsymbol\theta)
=\frac{4\pi^2}{NL^2}S_M(\boldsymbol\theta).
\label{eq:tN}
\end{equation}

\section*{Part (b): closed shells at zero twist}

\textbf{Question.} Show that $N=14$, 38, 54 and 66 are closed shells at $\boldsymbol\theta=\mathbf 0$. Compute their energies per electron and compare them with the infinite system.

\textbf{Answer.} At zero twist the levels are $|\mathbf n|^2$. The integer vectors, up to signs and order of components, are as follows.

\begin{center}
\begin{tabular}{cccccc}
$|\mathbf n|^2$ & type & number & $M$ & $N$ & $S_M(\mathbf 0)$\\
0 & $(0,0,0)$ & 1 & 1 & 2 & 0\\
1 & $(1,0,0)$ & 6 & 7 & 14 & 6\\
2 & $(1,1,0)$ & 12 & 19 & 38 & 30\\
3 & $(1,1,1)$ & 8 & 27 & 54 & 54\\
4 & $(2,0,0)$ & 6 & 33 & 66 & 78
\end{tabular}
\end{center}

The columns $M$ and $S_M$ are running totals. Each of the last three shells adds 24 to the sum: $12\cdot2=8\cdot3=6\cdot4=24$.

In the infinite system the occupied states fill a sphere of radius $k_F$. Each wave vector occupies a volume $(2\pi/L)^3$ and holds two electrons, so
\begin{equation}
N=2\,\frac{L^3}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{L^3k_F^3}{3\pi^2}.
\label{eq:kF}
\end{equation}
Inserting \eqref{eq:density} gives $k_F^3=9\pi/(4r_s^3)$. The mean of $k^2$ over the sphere is $\int_0^{k_F}k^4dk\big/\int_0^{k_F}k^2dk=\frac35k_F^2$, and therefore
\begin{equation}
t_\infty=\frac12\cdot\frac35k_F^2=\frac{3}{10}k_F^2 .
\end{equation}
For $r_s=2$ bohr, $k_F=0.9596\ \mathrm{bohr}^{-1}$ and $t_\infty=276.24$ mHa, or 7.517 eV.

Equation \eqref{eq:kF} also gives $L^2k_F^2=(3\pi^2N)^{2/3}$. Dividing \eqref{eq:tN} by $t_\infty$,
\begin{equation}
\frac{t_N(\mathbf 0)}{t_\infty}=\frac{4\pi^2S_M}{NL^2}\cdot\frac{10}{3k_F^2}
=\frac{40\pi^2}{3(3\pi^2)^{2/3}}\,\frac{S_M(\mathbf 0)}{N^{5/3}} .
\end{equation}
The relative error thus does not depend on $r_s$. As an example of the arithmetic, $N=54$ has $L=12.186$ bohr and
\begin{equation}
t_{54}(\mathbf 0)=\frac{4\pi^2\cdot54}{54\,(12.186)^2}\ \mathrm{Ha}=265.9\ \mathrm{mHa}.
\end{equation}
The four results, with errors relative to $t_\infty$, are:

\begin{center}
\begin{tabular}{cccc}
$N$ & $L$ (bohr) & $t_N(\mathbf 0)$ (mHa) & error (\%)\\
14 & 7.770 & 280.23 & $+1.44$\\
38 & 10.839 & 265.29 & $-3.96$\\
54 & 12.186 & 265.86 & $-3.76$\\
66 & 13.029 & 274.85 & $-0.50$
\end{tabular}
\end{center}

The errors have both signs and do not decrease steadily with $N$. A closed shell removes the degeneracy of the ground state, but it does not by itself make the energy close to that of the infinite system.

\section*{Part (c): averaging at fixed chemical potential}

\textbf{Question.} Define $R$ by $4\pi R^3/3=M$. At each twist fill every level with $|\mathbf q|^2<R^2$, whatever their number. Find the twist-averaged electron number and energy.

\textbf{Answer.} For a fixed $\mathbf n$, the vector $\mathbf n+\boldsymbol\theta$ covers a unit cube centred on $\mathbf n$ as $\boldsymbol\theta$ varies. These cubes fill all space without overlap, so for any integrable $f$
\begin{equation}
\Big\langle\sum_{\mathbf n}f(\mathbf n+\boldsymbol\theta)\Big\rangle=\int f(\mathbf q)\,d^3q .
\label{eq:unfold}
\end{equation}
Let $C(\boldsymbol\theta)$ be the number of levels below $R^2$ and $G(\boldsymbol\theta)$ their sum. Taking $f=1$ and then $f=|\mathbf q|^2$ inside the sphere, and $f=0$ outside,
\begin{align}
\langle C\rangle&=\frac{4\pi R^3}{3}=M,\label{eq:C}\\
\langle G\rangle&=4\pi\int_0^Rq^4\,dq=\frac{4\pi R^5}{5}=\frac35MR^2\equiv S_\infty .\label{eq:G}
\end{align}
The mean electron number is $2M=N$. Putting $N=8\pi R^3/3$ into \eqref{eq:kF} gives $k_F=2\pi R/L$, so the mean energy divided by the mean number is
\begin{equation}
\frac{4\pi^2}{NL^2}\cdot\frac35MR^2=\frac{3}{10}\left(\frac{2\pi R}{L}\right)^2=\frac{3}{10}k_F^2=t_\infty .
\end{equation}
For free electrons this average has no finite-size error at any $N$. The two averages must be taken separately and then divided; averaging the ratio of energy to number at each twist is a different operation.

The price is a varying number of electrons. Its standard deviation over twists is 1.7, 2.6, 3.2 and 4.3 electrons for mean numbers 14, 38, 54 and 66. A many-electron calculation would have to treat cells with different numbers of electrons.

\section*{Part (d): averaging at fixed electron number}

\textbf{Question.} Now fill the lowest $M$ levels at every twist. Find $\langle S_M\rangle-S_\infty$ in terms of the levels whose occupation differs from that in part (c), and determine its sign.

\textbf{Answer.} Measure every level from $R^2$. The two fillings give
\begin{align}
S_M-MR^2&=\sum_{i=1}^{M}(e_i-R^2),\\
G-CR^2&=\sum_{i=1}^{C}(e_i-R^2).
\end{align}
Call the difference of the first and second lines $D(\boldsymbol\theta)$. There are three cases.
\begin{itemize}
\item If $C=M$, the sums are equal and $D=0$.
\item If $C<M$, the first sum has the additional levels $i=C+1,\dots,M$. They lie at or above $R^2$, so each contributes $e_i-R^2\ge0$.
\item If $C>M$, the first sum lacks the levels $i=M+1,\dots,C$. They lie below $R^2$, so each contributes $-(e_i-R^2)>0$.
\end{itemize}
In all cases
\begin{equation}
D(\boldsymbol\theta)=\sum_{\text{changed}}|e_i-R^2|\ge0,
\end{equation}
and, by its definition,
\begin{equation}
S_M=G+(M-C)R^2+D .
\label{eq:split}
\end{equation}
On averaging, the middle term vanishes by \eqref{eq:C}, and \eqref{eq:G} gives
\begin{equation}
\boxed{\ \langle S_M\rangle-S_\infty=\langle D\rangle\ge0\ }
\label{eq:result}
\end{equation}
The error could vanish only if $C=M$ for almost every twist. The number fluctuations in part (c) rule this out for the four cases here, so their fixed-$N$ averages lie above $t_\infty$. The cause is the constraint on the number: at some twists electrons must occupy levels outside the Fermi sphere, and at others levels inside it must stay empty.

The argument used the order of the levels, $\langle C\rangle=M$, and the equality of $\langle G\rangle$ with the infinite-system sum. Consider independent electrons in a fixed potential with the periodicity of the cell. The states at twist $\boldsymbol\theta$ are then the Bloch states of the infinite crystal with wave vector $2\pi\boldsymbol\theta/L$, so the twist average is the integral over the Brillouin zone of the cell. With $R^2$ replaced by the chemical potential of the infinite crystal, both averages again take their infinite-system values, and the result holds for the sum of one-electron energies. If the chemical potential then lies in a gap at every twist, $C=M$ throughout and $D=0$. A residual error can therefore arise only if bands cross the chemical potential, as in a metal.

For $N=54$ the program gives $\langle D\rangle=0.1197$. By \eqref{eq:tN} the energy error is
\begin{equation}
\frac{4\pi^2}{54\,(12.186)^2}\times0.1197\ \mathrm{Ha}=0.59\ \mathrm{mHa},
\end{equation}
which agrees with the directly averaged energy, $276.83-276.24=0.59$ mHa. The program tests \eqref{eq:result} for all four $N$.

\section*{Part (e): what happens to the shell oscillation}

\textbf{Question.} Use part (d), before averaging, to separate the zero-twist error into two contributions. Explain what fixed-$N$ averaging removes, and assess the improvement numerically.

\textbf{Answer.} Subtract $S_\infty$ from \eqref{eq:split}:
\begin{equation}
S_M(\boldsymbol\theta)-S_\infty=F(\boldsymbol\theta)+D(\boldsymbol\theta),\qquad
F=G-S_\infty+(M-C)R^2 .
\end{equation}
By \eqref{eq:C} and \eqref{eq:G}, $\langle F\rangle=0$. The term $F$ is the error made by sampling the Fermi sphere with a single displaced lattice of points. It can have either sign, and averaging removes it. The term $D$ is never negative, and its mean survives.

At zero twist both terms follow from $R$ and the table in part (b). For $N=14$, 38 and 54, $R^2=1.41$, 2.74 and 3.46. These values lie between the last filled shell and the next one, so $C=M$ and $D(\mathbf 0)=0$. For $N=66$, $R^2=3.959$ lies just below the shell at 4. Its six orbitals are filled but outside the sphere, and $D(\mathbf 0)=6(4-3.9593)\approx0.24$. With $S_\infty=\frac35MR^2$:

\begin{center}
\begin{tabular}{ccccc}
$N$ & $S_M(\mathbf 0)-S_\infty$ & $D(\mathbf 0)$ & $F(\mathbf 0)$ & $\langle D\rangle$\\
14 & $+0.09$ & 0 & $+0.09$ & 0.06\\
38 & $-1.24$ & 0 & $-1.24$ & 0.08\\
54 & $-2.11$ & 0 & $-2.11$ & 0.12\\
66 & $-0.39$ & 0.24 & $-0.64$ & 0.19
\end{tabular}
\end{center}

Entries are rounded after subtraction. For $N=38$ and 54 the removed term is more than ten times the surviving one. For $N=14$ the two are of similar size, so averaging lowers the error by only about a third. The averaged energies confirm this:

\begin{center}
\begin{tabular}{cccc}
$N$ & $\langle t_N\rangle$ (mHa) & error (\%) & zero-twist error (\%)\\
14 & 278.93 & $+0.97$ & $+1.44$\\
38 & 276.94 & $+0.25$ & $-3.96$\\
54 & 276.83 & $+0.21$ & $-3.76$\\
66 & 276.91 & $+0.24$ & $-0.50$
\end{tabular}
\end{center}

The spread between the largest and smallest error falls from 5.41 to 0.76 percentage points. The residual is not monotonic: it is slightly larger at $N=66$ than at 54. In relative form it is $\langle D\rangle/(\frac35MR^2)$. Between these sizes $\langle D\rangle$ grows by a factor $0.191/0.120=1.59$, while $MR^2$ grows only by $33(3.959)/[27(3.464)]=1.40$.

Four closed shells show only part of the oscillation, because the sizes between them are missing. Over all even $N$ from 14 to 66, the zero-twist error runs from $-3.96\%$ to $+11.97\%$. The maximum is at $N=20$, where three orbitals of the shell $|\mathbf n|^2=2$ are filled. The error of the fixed-$N$ average runs only from about $+0.15\%$ to $+1.12\%$, and the root-mean-square error falls from 5.47\% to 0.51\%.

\section*{Part (f): a finite number of twists}

\textbf{Question.} Replace the integral by a midpoint grid with $g$ twists per axis, $g$ even. How many twists are distinct, and how many are needed for $N=54$?

\textbf{Answer.} Changing the sign of one $\theta_j$, or exchanging two components, maps the set of values $|\mathbf n+\boldsymbol\theta|^2$ onto itself, because the integer vectors can be changed in the same way. It is enough to take $0<\theta_x\le\theta_y\le\theta_z<\frac12$, with each component chosen from $h=g/2$ values. The number of such choices with repetition is
\begin{equation}
\binom{h+2}{3}=\frac{h(h+1)(h+2)}{6}.
\end{equation}
Each twist is weighted by the number of distinct orderings of its components: 6, 3 or 1 when three, two or one different values occur. For $N=54$ the results are:

\begin{center}
\begin{tabular}{ccc}
$g$ & distinct twists & error (\%)\\
2 & 1 & $+0.81$\\
4 & 4 & $+0.22$\\
8 & 20 & $+0.24$\\
16 & 120 & $+0.21$\\
32 & 816 & $+0.21$
\end{tabular}
\end{center}

The single twist $(\frac14,\frac14,\frac14)$ already does better than zero twist for $N=54$ (not for every $N$: at $N=14$ it gives $S_7=93/16$, an error of $-1.73\%$ against $+1.44\%$), and every grid in the table from four distinct twists on lies within 0.03 percentage points of the converged average. The convergence is not monotonic: $g=8$ is further from the limit than $g=4$, so the closer agreement at $g=4$ is accidental. More twists do not reduce the remaining $0.21\%$, which is $\langle D\rangle/S_\infty$. A varying electron number, as in part (c), removes it in the exact twist integral, although on a finite grid that average has a sampling error of its own (at the single twist $(\frac14,\frac14,\frac14)$ only 26 levels lie below $R^2$, giving 52 electrons instead of 54); changing the cell size alters it, but not monotonically, as $N=66$ shows.

Random twists are less efficient here. The energy at $N=54$ has a standard deviation of 3.28 mHa over twists, so the mean of $K$ independent twists has a standard error of $3.28/\sqrt K$ mHa. Bringing this down to the residual error of 0.59 mHa takes $K\approx(3.28/0.59)^2\approx31$ twists.

The symmetry reduction relies on the cubic symmetry of the free-electron cell; a less symmetric arrangement of atoms can have more distinct twists. With interacting electrons, the finite-size errors of the Coulomb energy and of correlation must be treated in addition, since nothing shown here removes them.

\section*{Computed results}
\begin{verbatim}
density parameter r_s = 2.0 bohr
Fermi wave vector = 0.95958 1/bohr
infinite-system energy = 276.238 mHa per electron
infinite-system energy = 7.5168 eV per electron
energies below: mHa per electron; errors relative to infinite system
N = 14: L = 7.7703 bohr, S at zero twist = 6, R = 1.1867
  zero twist: 280.228 mHa, error +1.445 %
  fixed-N twist average: 278.926 mHa, error +0.973 %
  standard deviation over twists = 16.299 mHa
  reduced excess = 0.0576, moved-occupation cost = 0.0576
  fixed chemical potential: mean N = 13.997, standard deviation of N = 1.697
N = 38: L = 10.8390 bohr, S at zero twist = 30, R = 1.6553
  zero twist: 265.291 mHa, error -3.963 %
  fixed-N twist average: 276.937 mHa, error +0.253 %
  standard deviation over twists = 6.184 mHa
  reduced excess = 0.0791, moved-occupation cost = 0.0791
  fixed chemical potential: mean N = 38.003, standard deviation of N = 2.586
N = 54: L = 12.1859 bohr, S at zero twist = 54, R = 1.8611
  zero twist: 265.855 mHa, error -3.759 %
  fixed-N twist average: 276.827 mHa, error +0.213 %
  standard deviation over twists = 3.282 mHa
  reduced excess = 0.1197, moved-occupation cost = 0.1197
  fixed chemical potential: mean N = 53.999, standard deviation of N = 3.243
N = 66: L = 13.0289 bohr, S at zero twist = 78, R = 1.9898
  zero twist: 274.850 mHa, error -0.502 %
  fixed-N twist average: 276.909 mHa, error +0.243 %
  standard deviation over twists = 1.512 mHa
  reduced excess = 0.1906, moved-occupation cost = 0.1906
  fixed chemical potential: mean N = 66.000, standard deviation of N = 4.287
closed-shell error spread, zero twist = 5.407 percentage points
closed-shell error spread, averaged = 0.760 percentage points
even N from 14 to 66:
  zero-twist error range = -3.963 to +11.967 %
  largest zero-twist error occurs at N = 20
  averaged error range = +0.155 to +1.121 %
  rms error: zero twist 5.474 %, averaged 0.513 %
twist-grid convergence for N = 54:
  2 per axis, 1 distinct twists: error +0.808 %
  4 per axis, 4 distinct twists: error +0.224 %
  8 per axis, 20 distinct twists: error +0.238 %
  16 per axis, 120 distinct twists: error +0.210 %
  32 per axis, 816 distinct twists: error +0.213 %
  64 per axis, 5984 distinct twists: error +0.213 %
\end{verbatim}
